\section*{Photoelectron Intensity of a Sphere: From Volume to Projected Area}

\section{The signal of a particle comparable with the escape length}

Gold particles a few nanometres across are spread thinly on a support, and the Au 4f photoelectron line is recorded. If every electron emitted toward the analyser escaped without losing energy, the line would count atoms, and the signal of one particle would grow as the cube of its radius. If the particle were much larger than the distance an electron travels without losing energy, the line would contain electrons from a thin skin alone, and the signal would grow as the square of the radius. Real particles often lie between these cases. For a sphere the whole range is described by one elementary function.

\subsection{Model and conventions}

The sphere has radius $R$ and a uniform number density $n$ of emitting atoms. It is bare and isolated: no neighbour or support lies between it and the analyser. The X-ray flux is the same throughout it. The analyser is distant and accepts a narrow cone, so all detected rays may be taken as parallel to a unit vector $\hat{\mathbf z}$.

An electron that travels a distance $s$ inside the sphere keeps its energy, and so remains in the measured line, with probability $e^{-s/L}$. Its path is straight. Since elastic deflection is left out, $L$ is the inelastic mean free path. An effective attenuation length that already contains elastic scattering would be a different choice of parameter, and a separate elastic correction should not then be added.

Let $K$ be the count rate that one emitter would give without attenuation. It contains the X-ray flux, the differential cross-section, the accepted solid angle and the analyser transmission. Photoemission is generally anisotropic, but on straight paths every detected electron was emitted along $\hat{\mathbf z}$. The anisotropy is then a common factor in $K$ and does not affect the dependence on $R$.

Summing over emitters gives
\begin{equation}
I(R)=Kn\int_{\rm sphere}e^{-s(\mathbf r)/L}\,dV ,
\label{eq:def}
\end{equation}
where $s(\mathbf r)$ is the distance from $\mathbf r$ to the surface along $\hat{\mathbf z}$. The quantity $G=I/(Kn)$ is a volume: the volume of unattenuated material that would give the same signal.

\section{Integration along chords}

Cut the sphere into thin columns parallel to $\hat{\mathbf z}$. A column at distance $b$ from the central axis has half-length
\begin{equation}
u=\sqrt{R^2-b^2}
\label{eq:u}
\end{equation}
and full length $2u$. Along it, $s$ runs from $0$ at the exit to $2u$ at the far end, so that
\begin{equation}
\int_0^{2u}e^{-s/L}\,ds=L\left(1-e^{-2u/L}\right).
\label{eq:column}
\end{equation}
The columns between $b$ and $b+db$ have cross-section $2\pi b\,db$. From $u^2=R^2-b^2$ follows $b\,db=-u\,du$. The limits $b=0$ and $b=R$ become $u=R$ and $u=0$, and the minus sign restores the ascending order of the limits. Hence
\begin{equation}
I(R)=2\pi KnL\int_0^R u\left(1-e^{-2u/L}\right)du .
\label{eq:chord}
\end{equation}
Equation \eqref{eq:chord} also shows that the projected area occupied by columns of half-length below $u$ is $\pi u^2$. Short columns are therefore rare, which matters for the large-sphere limit.

The first term of the integral is $R^2/2$. For the second, integrate by parts, differentiating $u$ and integrating the exponential:
\begin{align}
\int_0^R u\,e^{-2u/L}du
&=\left[-\frac{L}{2}u\,e^{-2u/L}\right]_0^R+\frac L2\int_0^R e^{-2u/L}du\nonumber\\
&=-\frac{LR}{2}e^{-2R/L}+\frac{L^2}{4}\left(1-e^{-2R/L}\right)\nonumber\\
&=\frac{L^2}{4}\left[1-\left(1+\frac{2R}{L}\right)e^{-2R/L}\right].
\label{eq:parts}
\end{align}
Multiplying the difference of the two terms by $2\pi KnL$, and writing $x=2R/L$ for the diameter in units of $L$, gives
\begin{equation}
I(R)=\pi KnL\left\{R^2-\frac{L^2}{2}\left[1-(1+x)e^{-x}\right]\right\}.
\label{eq:closed}
\end{equation}
Taking out $R^2$ and using $L^2/R^2=4/x^2$,
\begin{equation}
I=Kn\,\pi R^2L\,F(x),\qquad
F(x)=1-\frac{2}{x^2}\left[1-(1+x)e^{-x}\right].
\label{eq:F}
\end{equation}

The definition \eqref{eq:def} can be evaluated without columns. At radius $r$ and polar cosine $\mu$ the path is $s=-r\mu+\sqrt{R^2-r^2(1-\mu^2)}$. Numerical integration over $r$ and $\mu$, for seven ratios $R/L$ from 0.05 to 10, agrees with \eqref{eq:closed} to a largest relative difference of $6\times10^{-9}$.

\section{The two limits}

\subsection{Small sphere: volume}

When $R\ll L$, all paths are short and the exponential in \eqref{eq:def} may be expanded:
\begin{equation}
\frac{I}{KnV}=1-\frac{\langle s\rangle}{L}+\frac{\langle s^2\rangle}{2L^2}-\cdots,
\qquad V=\frac{4\pi R^3}{3},
\label{eq:moments}
\end{equation}
where the brackets denote an average over the volume. The same columns give the averages. Since $\int_0^{2u}s\,ds=2u^2$ and $\int_0^{2u}s^2ds=8u^3/3$,
\begin{align}
\langle s\rangle&=\frac1V\int_0^R2\pi u\,(2u^2)\,du=\frac{\pi R^4}{V}=\frac{3R}{4},
\label{eq:mean}\\
\langle s^2\rangle&=\frac1V\int_0^R2\pi u\,\frac{8u^3}{3}\,du
=\frac{16\pi R^5}{15V}=\frac{4R^2}{5}.
\label{eq:second}
\end{align}
Therefore
\begin{equation}
I=Kn\,\frac{4\pi R^3}{3}\left[1-\frac{3R}{4L}+\frac{2R^2}{5L^2}-\cdots\right].
\label{eq:small}
\end{equation}
The leading term counts every atom. The first correction is the mean escape path divided by $L$. It is linear in $R$, so the volume law is left early: a loss of several per cent appears while $R$ is still about a tenth of $L$.

\subsection{Large sphere: projected area}

When $R\gg L$, the exponential $e^{-x}$ in \eqref{eq:closed} is negligible and
\begin{equation}
I\simeq Kn\,\pi R^2L\left(1-\frac{L^2}{2R^2}\right).
\label{eq:large}
\end{equation}
There is no term of relative order $L/R$. A column much longer than $L$ gives the saturated value $L$ in \eqref{eq:column}. The shortfall comes from columns near the rim with $u$ of order $L$, and these occupy a projected area of order $L^2$, not $RL$. The relative shortfall is thus of order $L^2/R^2$, and the area law is approached faster than the volume law is left.

The factor $\pi R^2$, in place of the full surface $4\pi R^2$, can be traced locally. Where the surface normal makes an angle $\theta$ with $\hat{\mathbf z}$, an emitter at depth $z\ll R$ has path $z/\cos\theta$. The emitting depth is
\begin{equation}
\int_0^\infty e^{-z/(L\cos\theta)}dz=L\cos\theta .
\label{eq:depth}
\end{equation}
Summing over the hemisphere that faces the analyser,
\begin{equation}
\int_0^{\pi/2}L\cos\theta\;2\pi R^2\sin\theta\,d\theta=\pi R^2L .
\label{eq:hemisphere}
\end{equation}
The far hemisphere accounts for one factor of two, and the shallower emitting depth at oblique exit for the other.

\section{The crossover}

\subsection{Local exponent}

The power law that holds near a given radius, with $L$ fixed, has exponent $p=d\ln I/d\ln R$. Differentiating \eqref{eq:chord} with respect to its upper limit gives
\begin{equation}
\frac{dI}{dR}=2\pi KnLR\left(1-e^{-x}\right).
\label{eq:slope}
\end{equation}
Multiplication by $R/I$, with $I$ from \eqref{eq:F}, yields
\begin{equation}
p(x)=\frac{2\left(1-e^{-x}\right)}{F(x)} .
\label{eq:p}
\end{equation}
The logarithmic derivatives of \eqref{eq:small} and \eqref{eq:large} give the two ends:
\begin{equation}
p\simeq3-\frac{3R}{4L}\quad(R\ll L),\qquad
p\simeq2+\frac{L^2}{R^2}\quad(R\gg L).
\label{eq:pends}
\end{equation}

The exponent falls steadily between these ends. To show this, put $t=2u/L$ and $g(t)=1-e^{-t}$ in \eqref{eq:chord}. Since $u\,du=L^2t\,dt/4$,
\begin{equation}
I=\frac{\pi KnL^3}{2}\int_0^x t\,g(t)\,dt,\qquad
p=\frac{x^2g(x)}{\int_0^x t\,g(t)\,dt}.
\label{eq:pg}
\end{equation}
With $t=qx$, the reciprocal is
\begin{equation}
\frac1p=\int_0^1 q\,\frac{g(qx)}{g(x)}\,dq .
\label{eq:inverse}
\end{equation}
Define $h(t)=t\,g'(t)/g(t)=t/(e^t-1)$. Then
\begin{equation}
\frac{d}{d\ln x}\ln\frac{g(qx)}{g(x)}=h(qx)-h(x).
\label{eq:h}
\end{equation}
The reciprocal $1/h=(e^t-1)/t=1+t/2+t^2/6+\cdots$ has positive coefficients and increases, so $h$ decreases. For $0<q<1$ the right side of \eqref{eq:h} is therefore positive, and $g(qx)/g(x)$ grows with $x$. It tends to $q$ as $x\to0$ and to $1$ as $x\to\infty$. Accordingly $1/p$ rises from $\int_0^1q^2dq=1/3$ to $\int_0^1q\,dq=1/2$, and $p$ falls monotonically from 3 to 2.

\subsection{Where the crossover lies}

The limiting laws are equal when $4\pi R^3/3=\pi R^2L$, that is, at
\begin{equation}
R_\times=\tfrac34L .
\label{eq:cross}
\end{equation}
This radius lies inside a gradual change. For $t>0$, $1-e^{-t}$ is less than both $t$ and $1$. Inserting these two bounds in \eqref{eq:chord} shows that the true intensity is below both laws at every radius. At $R_\times$, where $x=1.5$, it is 0.607 of their common value, and the exponent is 2.56. The midpoint $p=2.5$ comes slightly later, at $R=0.894L$.

The signal is 10\% below the volume law at $R=0.144L$ and 10\% below the area law at $R=2.15L$. Between these radii, which differ by a factor of 15, neither law is accurate to 10\%.

\subsection{Sensitivity to the attenuation length}

Equation \eqref{eq:pg} has the form $L^3$ times a function of $R/L$. Scaling $R$ and $L$ together by a factor $a$ thus multiplies $I$ by $a^3$. Differentiating with respect to $\ln a$ gives $\partial\ln I/\partial\ln R+\partial\ln I/\partial\ln L=3$, or
\begin{equation}
\frac{\partial\ln I}{\partial\ln L}=3-p .
\label{eq:sens}
\end{equation}
A small sphere is insensitive to $L$. The signal of a large one is proportional to it.

\section{Gold spheres and the Au 4f line}

For Au 4f electrons excited by Al K$\alpha$ radiation, rough typical values are a kinetic energy of 1400 eV and $L=1.8$ nm. For $R=2.0$ nm, $x=4.0/1.8=2.222$ and $(1+x)e^{-x}=0.349$. Equation \eqref{eq:closed} gives
\begin{equation}
G=\pi(1.8)\left[4.00-\frac{1.8^2}{2}(1-0.349)\right]\ \mathrm{nm^3}
=16.7\ \mathrm{nm^3}.
\label{eq:example}
\end{equation}
The sphere has volume 33.5 nm$^3$, so half of the electrons emitted toward the analyser escape without loss. The area law would give 22.6 nm$^3$. With $L$ fixed, the other radii give:

\begin{center}
\begin{tabular}{rrrrr}
$R$ (nm) & $G$ (nm$^3$) & $G/V$ & $G/(\pi R^2L)$ & $p$\\
0.5 & 0.429 & 0.819 & 0.303 & 2.81\\
1.0 & 2.86 & 0.683 & 0.506 & 2.65\\
2.0 & 16.7 & 0.497 & 0.736 & 2.42\\
5.0 & 132 & 0.253 & 0.937 & 2.13\\
10.0 & 556 & 0.133 & 0.984 & 2.03
\end{tabular}
\end{center}

Doubling the radius from 1 to 2 nm multiplies the signal by 5.8, between the factors 4 and 8 of the limiting laws. Doubling it from 5 to 10 nm multiplies it by 4.2. If $Kn$ is known and the signal of a 5 nm sphere is read with the volume law, the inferred amount of gold is 25\% of the true amount. The inferred radius is $5.0\times0.253^{1/3}=3.2$ nm.

The volume law to within 10\% would require $R=0.26$ nm. At the density of gold, 59 atoms per nm$^3$, such a sphere would hold about four atoms, and a continuous sphere has lost its meaning. Even at $R=0.5$ nm there are only about 31 atoms. Under these conditions the pure volume regime is a mathematical limit, not a usable range of particle sizes. A longer $L$, obtained with more energetic electrons, moves it to larger radii: for $R=1$ nm to meet the same criterion, $L$ would have to be about 7 nm.

\subsection{Reading the sphere as a film}

A uniform film of thickness $d$, viewed along its normal, gives $KnL(1-e^{-d/L})$ per unit area, by the integral \eqref{eq:column}. If the sphere's signal per projected area is interpreted in this way, \eqref{eq:F} gives the apparent thickness
\begin{equation}
d_{\rm app}=-L\ln[1-F(x)] .
\label{eq:film}
\end{equation}
The true mean thickness over the projected disc is $V/(\pi R^2)=4R/3$. Because $1-e^{-d/L}$ is concave in $d$, its average over columns of unequal length is less than its value at the average length. Hence $d_{\rm app}<4R/3$. For $R=5$ nm, $d_{\rm app}=-1.8\ln(1-0.937)=5.0$ nm, while the mean thickness is 6.7 nm. The film formula misses a quarter of the material because the thick central columns, already saturated, cannot make up for the weak signal of the thin columns near the rim.

\section{What real particles change}

\subsection{Contamination shell}

Particles handled in air usually carry a carbonaceous layer. Take its thickness as $\tau=0.5$ nm at every radius and its attenuation length as $L_s=3.5$ nm, both rough values. The outer half-chord squared is $(R+\tau)^2-b^2=u^2+2R\tau+\tau^2$, so a ray crosses a shell path
\begin{equation}
\ell(u)=\sqrt{u^2+2R\tau+\tau^2}-u .
\label{eq:shell}
\end{equation}
The integrand of \eqref{eq:chord} acquires the factor $e^{-\ell/L_s}$. The path $\ell$ decreases with $u$ and reaches its least value $\tau$ at $u=R$, so the sphere loses more than the flat-film factor $e^{-\tau/L_s}=0.87$ suggests. Integration gives signal ratios, relative to the bare sphere, from 0.85 at $R=0.5$ nm to 0.80 at 10 nm. The exponent changes by less than 0.03 at the five radii. A layer of this thickness mainly alters the absolute signal. It moves the point $p=2.5$ only from $R=1.61$ to $1.52$ nm, and a thicker layer moves it further.

\subsection{Elastic scattering}

Elastic deflection was estimated by simulating electrons with isotropic emission, $L=1.8$ nm, and isotropic redirection after flights of mean length 5 nm, taken as the transport mean free path. Relative to the straight-line result, the signal falls by about 1\% at $R=1$ nm, 3\% at 2 nm, 6\% at 5 nm and 7\% at 10 nm. These values were obtained from the reversed paths: electrons enter through the surface with a cosine distribution of directions, and the fraction absorbed inside equals $I/(Kn\pi R^2L)$. At $R=5$ nm, direct simulation of emission from the volume agrees with this to within 1.5\%. The value 5 nm is long for gold: relativistic partial-wave cross-sections for a screened Au potential at 1400 eV give 3.0 to 3.3 nm, depending on the screening function. With the cross-section that gives 3.3 nm the losses rise to about 2\%, 5\%, 9\% and 10\% at the same four radii. Deflection also mixes emission directions, so the emission anisotropy no longer enters through $K$ alone. The estimate leaves out that effect.

\subsection{Surface refraction and X-ray attenuation}

An electron with kinetic energy $E$ outside has $E+V_0$ inside, where $V_0$ is the inner potential. Conservation of tangential momentum forbids escape when the internal angle of incidence satisfies $\sin^2\theta_i>E/(E+V_0)$. On a straight chord $\sin\theta_i=b/R$, so the trapped chords are those with
\begin{equation}
u<u_c=R\sqrt{\frac{V_0}{E+V_0}} .
\label{eq:trap}
\end{equation}
Their share of the signal is \eqref{eq:chord} cut off at $u_c$ and divided by the full integral, which is $I(u_c)/I(R)$. With $V_0=15$ eV, a rough value, $u_c=0.103R$ and the share is 0.1\% to 0.6\% over the table. This counts total reflection alone, not partial reflection of the other electrons.

The X-rays are weakened by at most $1-e^{-2R/\Lambda}$, since no path inside the sphere exceeds its diameter. With a rough attenuation length $\Lambda=250$ nm, this upper bound is 1.6\% at $R=2$ nm and 7.7\% at 10 nm. The actual loss depends on the angle between X-rays and analyser.

\subsection{Use in practice}

For gold particles of a few nanometres, the largest correction among those sized here is the assumed 0.5 nm contamination shell, which lowers the signal by 15--20\%. The ranking depends on that thickness: a 0.2 nm layer costs 7--9\%, no more than elastic scattering at $R=5$ to 10 nm. The uncertainty of $L$ can matter as much: by \eqref{eq:sens}, a 20\% change of $L$ moves the signal of a 5 nm sphere by about $0.87\times20\%=17\%$, to first order. Real particles may also be faceted, crystalline and unequal in size, and neighbours may shadow them at grazing exit. Focusing of electrons along atomic rows, facets, shadowing and the energy that electrons can lose on crossing the surface were not sized. The surface loss is not contained in $e^{-s/L}$, grows at oblique exit and may be comparable with the shell correction. For a spread of sizes, $I(R)$ must be averaged over the distribution: the small-sphere limit then measures the mean of $R^3$ and the large-sphere limit the mean of $R^2$, so a single radius inserted in \eqref{eq:closed} need not represent the sample. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
INPUTS (rough typical values, gold, Au 4f, Al K-alpha)
attenuation length L = 1.80 nm
electron kinetic energy = 1400 eV
elastic transport mean free path = 5.0 nm
inner potential = 15 eV
X-ray attenuation length = 250 nm
shell thickness = 0.50 nm
shell attenuation length = 3.50 nm
gold density = 19.3 g/cm3
gold molar mass = 197 g/mol
atom density = 59.00 nm^-3
TESTS AND CROSSOVER
largest relative error of closed form = 6.2e-09
mean escape path / R = 0.75000
limiting laws intersect at R = 1.350 nm
signal / either law there = 0.6070
exponent there = 2.5599
exponent 2.5 at R = 1.609 nm, R/L = 0.8937
signal = 0.9 volume law at R = 0.259 nm, R/L = 0.1437
signal = 0.9 area law at R = 3.879 nm, R/L = 2.1548
SIGNAL: R, G=I/(Kn), V, pi R^2 L (nm; nm^3 for the rest)
  0.5     0.4290     0.5236     1.4137
  1.0     2.8605     4.1888     5.6549
  2.0    16.6574    33.5103    22.6195
  5.0   132.4430   523.5988   141.3717
 10.0   556.3275  4188.7902   565.4867
RATIOS: R (nm), x, G/V=escape fraction, G/(pi R^2 L), p, atoms
  0.5   0.5556   0.8193   0.3034   2.8095         31
  1.0   1.1111   0.6829   0.5058   2.6522        247
  2.0   2.2222   0.4971   0.7364   2.4215       1977
  5.0   5.5556   0.2529   0.9368   2.1266      30892
 10.0  11.1111   0.1328   0.9838   2.0329     247133
NEGLECTED: R (nm), signal ratio with elastic scattering,
signal ratio with shell, exponent with shell,
trapped fraction (%), upper bound on X-ray loss (%)
  0.5   0.995   0.848   2.795    0.13    0.40
  1.0   0.988   0.839   2.634    0.15    0.80
  2.0   0.968   0.827   2.399    0.20    1.59
  5.0   0.938   0.809   2.102    0.35    3.92
 10.0   0.932   0.797   2.013    0.56    7.69
\end{verbatim}
